\section*{Silicon's half-share of the attraction on a sphere above oxide}

\section*{Question}

I am working on particle adhesion in wet processing. A silica sphere of radius $R=50$ nm sits in water above a silicon wafer that carries an oxide film of thickness $t=2$ nm. I have been given two Hamaker constants, both for interaction across water: $A_{\rm ox}=5$ zJ for sphere and oxide, and $A_{\rm Si}=20$ zJ for sphere and silicon. I am told to treat the layers as additive and to find the gap $d$, measured from the sphere to the outer oxide surface, at which the buried silicon supplies half the total attraction.

For a large sphere I know that the force goes as $A R/(6D^2)$. So I set the oxide term equal to the silicon term,
\[
\frac{A_{\rm ox}}{d^2}=\frac{A_{\rm Si}}{(d+t)^2},
\]
which gives $(d+t)/d=\sqrt{4}=2$ and $d=2$ nm. A colleague used energies instead of forces and got 0.5 nm. Which of us is right, and does it matter that the sphere is not infinitely large compared with the gap?

\section*{Answer}

Your equation treats the oxide as infinitely thick: $A_{\rm ox}/d^2$ is the pull of an oxide half-space, part of which would occupy the region where the silicon is. That missing part has to be subtracted. Your colleague's number answers a different question, because force and energy are shared differently. I take ``attraction'' to mean the van der Waals force and return to the energy afterwards.

The assumptions are pairwise additive, nonretarded $r^{-6}$ interactions, smooth surfaces, a wafer much thicker than all other lengths, and positive $A_{\rm ox}$ and $A_{\rm Si}$. Forces below are magnitudes, positive for attraction.

\subsection*{What the supplied constants contain}

In an additive model the energy is linear in the density of each partner. Write every body as ``medium everywhere'' plus ``body minus medium''. Terms that involve the uniform medium do not depend on the sphere's position, so the force comes from the two differences. With $A_{ij}$ the constant for materials $i$ and $j$ in vacuum, sphere $p$ and layer $j$ in medium $m$ therefore interact through
\[
A_j=A_{pj}-A_{pm}-A_{mj}+A_{mm}.
\]
I take the supplied constants, given for interaction across water, as these $A_j$. The water is then already accounted for, and each layer can be handled as if it stood in vacuum. This is part of the additive model: constants across water from Lifshitz theory satisfy the relation only approximately.

\subsection*{Force between a sphere and a half-space}

Let a pair at distance $r$ have energy $-C/r^6$. The attractive force is $6C/r^7$, and its vertical component for vertical separation $\zeta$ is $6C\zeta/r^8$. A plane sheet of unit thickness and density $\rho_2$ pulls a point with
\[
\rho_2\int_0^\infty \frac{6C\zeta\,2\pi\varrho\,d\varrho}{(\zeta^2+\varrho^2)^4}
=6\pi C\rho_2\,\zeta\int_{\zeta^2}^\infty\frac{dw}{w^4}
=\frac{2\pi C\rho_2}{\zeta^5},
\]
where $w=\zeta^2+\varrho^2$. Adding all sheets below a point at height $z$ gives
\[
\int_z^\infty\frac{2\pi C\rho_2}{\zeta^5}\,d\zeta=\frac{\pi C\rho_2}{2z^4}.
\]

Now let the sphere, of density $\rho_1$, have its lowest point at distance $D$ from the half-space. Its centre is at height $x=D+R$. A slice at height $u$ from the centre has area $\pi(R^2-u^2)$ and lies at height $x+u$. With $A=\pi^2C\rho_1\rho_2$,
\[
F=\frac A2\int_{-R}^{R}\frac{R^2-u^2}{(x+u)^4}\,du .
\]
Substitute $v=(R+u)/(x+u)$. Then
\[
dv=\frac{x-R}{(x+u)^2}\,du,\qquad
\frac{R-u}{x+u}=\frac{2R-(x+R)v}{x-R}.
\]
The second relation follows from $2R(x+u)-(x+R)(R+u)=(x-R)(R-u)$. The limits become $0$ and $v_m=2R/(x+R)$, so
\begin{align*}
\int_{-R}^{R}\frac{R^2-u^2}{(x+u)^4}\,du
&=\frac{1}{(x-R)^2}\int_0^{v_m}v\,[2R-(x+R)v]\,dv\\
&=\frac{1}{(x-R)^2}\left[Rv_m^2-\frac{(x+R)v_m^3}{3}\right]\\
&=\frac{1}{(x-R)^2}\,\frac{4R^3-\tfrac83R^3}{(x+R)^2}
=\frac{4R^3}{3(x^2-R^2)^2}.
\end{align*}
Since $x^2-R^2=D(D+2R)$,
\begin{equation}
F=A f(D),\qquad f(D)=\frac{2R^3}{3D^2(D+2R)^2}.
\label{force}
\end{equation}
For $D\ll R$ this reduces to your $AR/(6D^2)$.

\subsection*{Putting the layers together}

The oxide film is a half-space starting at $d$ minus a half-space starting at $d+t$. The silicon is a half-space starting at $d+t$. Hence
\begin{equation}
F_{\rm ox}=A_{\rm ox}[f(d)-f(d+t)],\qquad F_{\rm Si}=A_{\rm Si}f(d+t).
\label{layers}
\end{equation}
Define $a=A_{\rm Si}/A_{\rm ox}$ and $q=f(d+t)/f(d)$. The silicon share of the force is
\[
\phi=\frac{F_{\rm Si}}{F_{\rm ox}+F_{\rm Si}}=\frac{aq}{1+(a-1)q}.
\]
It grows with $q$, because $d\phi/dq=a/[1+(a-1)q]^2>0$. In turn $q$ grows with $d$, because
\[
q^{-1/2}=\left(1+\frac td\right)\left(1+\frac{t}{d+2R}\right)
\]
is a product of two decreasing factors. It falls from infinity at contact to 1 far away. So $\phi$ rises steadily from 0 to 1, and for any $a>0$ there is one half-share gap, even when silicon attracts more weakly than oxide.

Setting $\phi=1/2$ gives $2aq=1+(a-1)q$, or $q=1/(1+a)$. With
\[
s=\sqrt{1+a}=\sqrt{1+A_{\rm Si}/A_{\rm ox}},
\]
the positive square root of $1/q=s^2$ reads
\[
(d+t)(d+t+2R)=s\,d(d+2R).
\]
In terms of the centre height $x=d+R$ this is $(x+t)^2-R^2=s(x^2-R^2)$. Expanding and collecting terms,
\[
(s-1)x^2-2tx-\left[t^2+(s-1)R^2\right]=0 .
\]
The product of the roots is negative, so one root is positive, and that is the physical one. Under the square root of the quadratic formula stands $t^2+(s-1)t^2+(s-1)^2R^2=st^2+(s-1)^2R^2$. Therefore
\begin{equation}
d^*=\frac{t+\sqrt{s\,t^2+(s-1)^2R^2}}{s-1}-R .
\label{gap}
\end{equation}

\subsection*{Large and small spheres}

For $R\gg t/(s-1)$ and $R\gg t$, expand the square root:
\[
\sqrt{s t^2+(s-1)^2R^2}\simeq (s-1)R+\frac{s t^2}{2(s-1)R},
\]
so that
\begin{equation}
d^*\simeq\frac{t}{s-1}+\frac{s\,t^2}{2(s-1)^2R}.
\label{large}
\end{equation}
The leading term is the corrected version of your estimate. You had $\sqrt a-1$ in the denominator; subtracting the missing oxide changes it to $\sqrt{1+a}-1$.

In the opposite limit, $R\to0$, equation (\ref{gap}) gives
\[
d^*\to t\,\frac{1+\sqrt s}{s-1}=\frac{t}{\sqrt s-1},
\]
since $s-1=(\sqrt s-1)(\sqrt s+1)$. A very small particle feels a force proportional to $D^{-4}$ instead of $D^{-2}$. The extra distance $t$ then costs the silicon more, and the particle must be farther away before the shares are equal.

\subsection*{Your numbers}

Here $a=20/5=4$ and $s=\sqrt5=2.236$. The large-sphere term is $2/1.236=1.618$ nm. The full formula gives
\[
d^*=\frac{2+\sqrt{8.944+3819.66}}{1.23607}-50
=51.6765-50=1.6765\ {\rm nm},
\]
or 16.8 \AA. The first curvature correction in (\ref{large}) is 0.059 nm and accounts for nearly all of the difference. So the finite size of your sphere matters by about 4\% of the large-sphere value. A direct numerical summation of the pair forces over sphere, film and silicon also puts the half-share at 1.6765 nm.

The silicon force at this gap is
\[
F_{\rm Si}=\frac{2(20)(50)^3}{3(3.6765)^2(103.6765)^2}=11.47\ {\rm pN},
\]
because 1 zJ/nm is 1 pN. The oxide supplies the same amount, and the total is 22.94 pN. At your $d=2$ nm, silicon already supplies 56\%.

The share depends strongly on the gap:
\begin{center}
\begin{tabular}{lcccccc}
$d$ (nm) & 0.5 & 1 & 2 & 3 & 5 & 10\\
silicon share (\%) & 14 & 32 & 56 & 68 & 79 & 89
\end{tabular}
\end{center}
Near contact the thin oxide dominates although its constant is four times smaller; at 10 nm the particle mainly feels the silicon. Nanometre roughness therefore matters. If the local gap varies about its mean while the film thickness stays fixed, the closest spots weigh most in the total force, and there the oxide has its largest share. The half-share point then moves to a larger mean gap.

\subsection*{Why the energy gives another gap}

To get the energy, first use
\[
\frac{1}{D(D+2R)}=\frac1{2R}\left(\frac1D-\frac1{D+2R}\right)
\]
to rewrite (\ref{force}). Squaring this relation, and applying it once more to the cross term, gives
\[
f(D)=\frac R6\left[\frac1{D^2}+\frac1{(D+2R)^2}\right]
-\frac16\left[\frac1D-\frac1{D+2R}\right].
\]
With zero energy at infinite separation, $W(D)=-A\int_D^\infty f(D')\,dD'$ is
\[
W(D)=-\frac A6\left[\frac RD+\frac R{D+2R}+\ln\frac D{D+2R}\right].
\]
For a large sphere $W\simeq-AR/(6D)$. Equal energy shares then require
\[
A_{\rm ox}\left(\frac1d-\frac1{d+t}\right)=\frac{A_{\rm Si}}{d+t}
\quad\Rightarrow\quad \frac{d+t}{d}=1+a
\quad\Rightarrow\quad d=\frac ta .
\]
This is your colleague's 0.5 nm. Solving with the full $W$ for $R=50$ nm gives 0.586 nm.

The energy criterion must give the smaller gap. The energy at $d$ is the force accumulated over all larger gaps, where silicon has a larger share. At $d^*$ silicon therefore already supplies more than half the energy. Use the force criterion for the pull at a given gap, and the energy criterion for the work of removing the particle from that gap.

\subsection*{How far to trust the additive answer}

The supplied constants matter first. With everything else fixed, lowering $A_{\rm Si}$ to 15 zJ moves $d^*$ to 2.08 nm, and raising it to 25 zJ moves it to 1.43 nm.

Lifshitz theory drops pairwise additivity and includes retardation. There one can define silicon's share as the fraction of the force lost when the silicon is replaced by water, with the film left in place. In the additive model this is the same as $F_{\rm Si}/F$, since the replacement sets $A_{\rm Si}$ to zero. I use the standard Lifshitz free energy per area between flat bodies,
\[
G=\frac{k_BT}{2\pi}\sum_{n\ge0}{}^{'}\int_0^\infty k\,dk\sum_{\rm TM,TE}
\ln\!\left(1-r_{wo}\,r_c\,e^{-2\kappa_wd}\right),
\]
\[
r_c=\frac{r_{wo}+r_{ob}e^{-2\kappa_ot}}{1+r_{wo}r_{ob}e^{-2\kappa_ot}},
\]
and the large-sphere relation $F=2\pi R|G|$. The labels $w$, $o$ and $b$ mean water, silica and the material behind the film. The prime halves the $n=0$ term, $\kappa_j^2=k^2+\varepsilon_j\xi_n^2/c^2$, and $\xi_n=2\pi nk_BT/\hbar$. The reflection coefficients are $r_{ij}=(Y_i-Y_j)/(Y_i+Y_j)$, with $Y=\kappa/\varepsilon$ for TM and $Y=\kappa$ for TE.

For $n\ge1$ I take $\varepsilon=1+g/[1+(\hbar\xi_n/E)^2]$, with rough values $(g,E)$ of (1.10, 13 eV) for silica, (0.78, 13 eV) for water and (10.7, 5 eV) for silicon. The static permittivities are 3.9, 78 and 11.7, and $T=298.15$ K. The value for silicon leaves out free carriers, so it does not describe a heavily doped wafer. Salt screens the zero-frequency term, so I computed two end cases. Each additive value uses the large-sphere formula with constants obtained from these same permittivities:
\begin{center}
\begin{tabular}{lcc}
zero-frequency term & omitted & kept\\
$A_{\rm ox}$, $A_{\rm Si}$ (zJ) & 3.7, 22.9 & 6.6, 25.2\\
additive half-share gap (nm) & 1.18 & 1.67\\
layered, no retardation (nm) & 1.17 & 1.81\\
layered, with retardation (nm) & 1.25 & 2.02
\end{tabular}
\end{center}
Once additivity is dropped, the result depends on how the share is defined. If silicon's share is instead taken as the force left when the film is replaced by water, divided by the full force, the unretarded shift from the additive value is about $+1\%$ in both columns and the retarded gaps are about 1.3 and 1.8 nm. With the definition used in the table, nonadditivity shifts the gap by $-1\%$ or $+9\%$ relative to the additive value. Retardation then adds 7\% or 11\% relative to the unretarded layered value. Silicon's share grows with the gap, so at the unretarded half-share gap retardation leaves silicon with less than half: it weakens silicon's contribution by a larger factor than the film's. The larger change between the columns comes from the zero-frequency term. By altering the ratio of the constants it moves the additive gap by about 0.5 nm. The retarded layered gap moves by about 0.8 nm, because the nonadditive and retardation shifts change as well. These are estimates from crude permittivities, not a reference measurement.

\subsection*{Real particles in a wet process}

A silica particle tens of nanometres in radius and an oxide of one to a few nanometres are in the rough range of colloidal silica slurries on oxidized silicon. Your constants are also of a reasonable size: they lie near the model values above. The model $A_{\rm Si}$ is sensitive to the rough silicon resonance: $E=4.3$ eV gives 19.8 and 22.1 zJ, and $E=3.3$ eV gives 14.6 and 16.9 zJ. Additivity, absence of retardation and fixed constants are all approximations there. The two retarded Lifshitz results are large-sphere values; they lie about 23\% below and 25\% above the large-sphere additive gap of 1.62 nm. Lowering the silicon resonance to 4.3 eV moves them to 1.4 and 2.2 nm, and lowering it to 3.3 eV moves them to 1.6 and 2.7 nm. For smooth surfaces I would therefore quote the half-share gap only as comparable to the film thickness, one to three nanometres in these models.

A real particle also feels double-layer repulsion. Let both surfaces have potential $\psi=25$ mV, held constant, in 10 mM monovalent salt. Linearized Poisson--Boltzmann theory gives a midplane potential $\psi/\cosh(\kappa h/2)$ between plates at distance $h$, and hence a pressure $\epsilon\kappa^2\psi^2/[2\cosh^2(\kappa h/2)]$. Here $\epsilon$ is the permittivity of water and $1/\kappa=3.03$ nm is the Debye length. For a large sphere,
\begin{align*}
F_{\rm dl}&=2\pi R\int_d^\infty\frac{\epsilon\kappa^2\psi^2}{2\cosh^2(\kappa h/2)}\,dh\\
&=2\pi R\epsilon\kappa\psi^2\left[1-\tanh\frac{\kappa d}{2}\right]
=\frac{4\pi R\epsilon\kappa\psi^2}{e^{\kappa d}+1}.
\end{align*}
At $d^*$ this is about 33 pN, against 23 pN of attraction. The net force is then about 10 pN of repulsion. Although $\psi$ is close to $k_BT/e$, the nonlinear Poisson--Boltzmann force at constant potential differs by less than 1\%. The boundary condition matters far more: at constant surface charge, with the same isolated-surface potential, the linearized force has $e^{\kappa d}-1$ in the denominator and is about 120 pN. These numbers are therefore estimates of size. Short-range hydration forces are left out as well.

The repulsion does not change how the van der Waals force is divided between oxide and silicon. It does mean that the half-share gap is no prediction of where a particle rests or whether it sticks. The values used here are listed in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
sphere radius R = 50.0 nm; oxide thickness t = 2.0 nm
supplied A_ox = 5.0 zJ; A_Si = 20.0 zJ
A_Si/A_ox = 4.000; s = 2.23607 (dimensionless)
half-force gap, full sphere = 1.6765 nm = 16.765 angstrom
half-force gap from pair sums = 1.6765 nm
half-force gap, large-sphere limit = 1.6180 nm
large-sphere limit plus first correction = 1.6766 nm
half-force gap, small-particle limit = 4.0376 nm
oxide force at half gap = 11.471 pN
silicon force at half gap = 11.471 pN
total attraction at half gap = 22.942 pN
half-energy gap, full sphere = 0.5857 nm
half-energy gap, large-sphere limit = 0.5000 nm
silicon force share at d = 0.5 nm: 13.79 %
silicon force share at d = 1.0 nm: 32.36 %
silicon force share at d = 2.0 nm: 55.88 %
silicon force share at d = 3.0 nm: 67.95 %
silicon force share at d = 5.0 nm: 79.44 %
silicon force share at d = 10.0 nm: 89.03 %
half-force gap for A_Si = 15.0 zJ: 2.0799 nm
half-force gap for A_Si = 25.0 zJ: 1.4264 nm
temperature = 298.15 K
silica: static permittivity 3.9, strength 1.10 (dimensionless), resonance 13.0 eV
water: static permittivity 78.0, strength 0.78 (dimensionless), resonance 13.0 eV
silicon: static permittivity 11.7, strength 10.70 (dimensionless), resonance 5.0 eV
Lifshitz, static term omitted: A_ox = 3.679 zJ; A_Si = 22.911 zJ
  flat additive half gap with these constants = 1.1845 nm
  layered half gap without retardation = 1.1694 nm
  layered half gap with retardation = 1.2532 nm
  nonadditivity shift = -1.28 %; retardation shift = 7.17 %
  total force at d = 1.6765 nm: 20.559 pN
Lifshitz, static term kept: A_ox = 6.568 zJ; A_Si = 25.197 zJ
  flat additive half gap with these constants = 1.6677 nm
  layered half gap without retardation = 1.8098 nm
  layered half gap with retardation = 2.0152 nm
  nonadditivity shift = 8.52 %; retardation shift = 11.35 %
  total force at d = 1.6765 nm: 28.768 pN
salt = 10.0 mM; surface potential magnitude = 25.0 mV
Debye length = 3.032 nm
double-layer repulsion at half gap = 32.662 pN
net force, attraction positive = -9.720 pN
\end{verbatim}
